**Mutual screening in a two-oscillator loss function**

For two intimately mixed sets of electrons the susceptibilities add, ε = 1 + χ₁ + χ₂, and the loss function is L = Im(−1/ε), not the sum of the separate losses Im[−1/(1+χⱼ)]. Each set has resonance energy ωⱼ, plasma energy pⱼ and damping γⱼ; without damping its separate loss peak lies at Ωⱼ, where Ωⱼ² = ωⱼ² + pⱼ². The program finds the zeros of ε and their strengths for random undamped pairs, and asserts that they agree with the eigenvalues and eigenvectors of the coupling matrix. It also asserts peak repulsion, the strength moments and, when resonances and separate peaks have the same order, the loss of strength by the lower peak. Quadrature of the damped spectra confirms that the true and added losses have the same f-sum but different integrals of L/ω. For a rough model of polystyrene, the undamped lower peak lies at 6.85 eV instead of 7.60 eV and loses 87% of its strength. With damping, the true lower peak is at 6.98 eV with height 0.36, while added losses give 7.58 eV and 2.31. Further lines show how the peaks respond to a local field, momentum transfer, ring alignment, the σ width and the π strength.

## Verification by program

```python
"""
Result under test: for two intimately mixed sets of bound electrons the
susceptibilities add, eps = 1 + chi_1 + chi_2, and the loss function is
Im(-1/eps). Adding the separate losses Im(-1/(1+chi_j)) keeps the f-sum
but gives wrong peak energies and wrong peak strengths.
An oscillator is a tuple (w0, s, g): resonance energy w0 in eV, squared
plasma energy s in eV^2, damping g in eV. Time factor exp(-i w t).
Separate loss peaks lie at W_j^2 = w0_j^2 + s_j when damping is absent.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar


def chi_total(w, oscillators):
    return sum(s / (w0**2 - w**2 - 1j * g * w) for w0, s, g in oscillators)


def loss_true(w, oscillators, local=0.0):
    """Im(-1/eps); local = 1/3 switches on the full Lorentz local field."""
    x = chi_total(w, oscillators)
    return (-(1 - local * x) / (1 + (1 - local) * x)).imag


def loss_added(w, oscillators, local=0.0):
    return sum(loss_true(w, [osc], local) for osc in oscillators)


def peak(loss, oscillators, low, high, local=0.0):
    grid = np.linspace(low, high, 4001)
    k = int(np.argmax(loss(grid, oscillators, local)))
    assert 0 < k < len(grid) - 1, "maximum must lie inside the window"
    found = minimize_scalar(lambda w: -loss(w, oscillators, local),
                            bounds=(grid[k - 1], grid[k + 1]),
                            method="bounded", options={"xatol": 1e-9})
    return found.x


def moment(loss, oscillators, power, top=np.inf):
    """Integral of w^power * loss from 0 to top."""
    edges = [0, 5, 6.5, 7.5, 9, 15, 30, 100, np.inf]
    edges = [e for e in edges if e < top] + [top]
    return sum(quad(lambda w: w**power * loss(w, oscillators), a, b,
                    limit=300, epsabs=1e-10, epsrel=1e-10)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def undamped_modes(oscillators):
    """Zeros of eps in x = w^2, and strengths 1/(d eps/dx) there."""
    (w1, s1, _), (w2, s2, _) = oscillators
    a1, a2 = w1**2, w2**2
    x = np.sort(np.roots([1, -(a1 + a2 + s1 + s2),
                          a1 * a2 + s1 * a2 + s2 * a1]).real)
    h = 1e-20
    eps = 1 + s1 / (a1 - x - 1j * h) + s2 / (a2 - x - 1j * h)
    return x, h / eps.imag


def coupling_matrix(oscillators):
    p = np.sqrt([osc[1] for osc in oscillators])
    return np.diag([osc[0]**2 for osc in oscillators]) + np.outer(p, p), p


# ---- general tests on random undamped pairs ----
rng = np.random.default_rng(4)
ordered_cases = 0
for _ in range(400):
    w1, gap = rng.uniform(2, 12), rng.uniform(0.5, 10)
    pair = [(w1, rng.uniform(2, 300), 0), (w1 + gap, rng.uniform(2, 300), 0)]
    x, strength = undamped_modes(pair)
    matrix, p = coupling_matrix(pair)
    values, vectors = np.linalg.eigh(matrix)
    assert np.allclose(x, values, rtol=1e-9)
    assert np.allclose(strength, (p @ vectors)**2, rtol=1e-6, atol=1e-7)
    s = p**2
    separate = np.array([osc[0]**2 for osc in pair]) + s
    assert x[0] < separate.min() and x[1] > separate.max()
    assert np.isclose(strength.sum(), s.sum(), rtol=1e-8)
    assert np.isclose(strength @ x, s @ separate + 2 * s[0] * s[1], rtol=1e-8)
    if separate[0] < separate[1]:
        ordered_cases += 1
        assert 0 < strength[0] < s[0]
assert ordered_cases > 50

# Resonances and separate loss peaks in opposite order: lower peak gains.
crossed = [(9.9, 1.0, 0), (1.0, 100.0, 0)]
crossed_x, crossed_strength = undamped_modes(crossed)
assert 9.9**2 + 1 < 1 + 100 and crossed_strength[0] > 1.0

# ---- polystyrene, rough parameters ----
density, molar_mass, valence = 1.05, 104.15, 40
pi_count = 2
units = density / molar_mass * const.N_A * 1e6
electrons = units * valence
total = (const.hbar / const.e)**2 * electrons * const.e**2 / (
    const.epsilon_0 * const.m_e)


def resist(n_pi=pi_count, boost=1.0, width=10.0, recoil=0.0):
    return [(6.4 + recoil, boost * total * n_pi / valence, 1.0),
            (15.0 + recoil, total * (valence - n_pi) / valence, width)]


film = resist()
(wa, sa, ga), (wb, sb, gb) = film
separate = np.sqrt([wa**2 + sa, wb**2 + sb])
x, strength = undamped_modes(film)
per_unit = valence / total

# Damped spectrum from the coupled equations of motion.
matrix, p = coupling_matrix(film)
for w in (3.0, 6.9, 12.0, 23.0, 60.0):
    dynamic = matrix - w**2 * np.eye(2) - 1j * w * np.diag([ga, gb])
    response = -1 + p @ np.linalg.solve(dynamic, p)
    assert np.isclose(response.imag, loss_true(w, film), rtol=1e-10)

# One electron gas cut into two equal halves.
halves = [(0.0, total / 2, 0.5), (0.0, total / 2, 0.5)]
whole_peak = peak(loss_true, halves, 8, 25)
halves_peak = peak(loss_added, halves, 8, 25)
assert abs(whole_peak / np.sqrt(total) - 1) < 1e-3
assert abs(halves_peak / np.sqrt(total / 2) - 1) < 1e-3

# Weak low oscillator in the background of the other set.
background = 1 + sb / (wb**2 - wa**2)
weak = [(wa, sa * 1e-3, 0), (wb, sb, 0)]
weak_x, weak_strength = undamped_modes(weak)
assert abs((weak_x[0] - wa**2) * background / weak[0][1] - 1) < 1e-3
assert abs(weak_strength[0] * background**2 / weak[0][1] - 1) < 1e-3

# Dilute mixture: first-order loss of strength of the lower peak.
dilution = 1e-3
dilute = [(wa, sa * dilution, 0), (wb, sb * dilution, 0)]
dilute_ratio = undamped_modes(dilute)[1][0] / dilute[0][1]
first_order = 1 - 2 * dilution * sb / (wb**2 - wa**2)
assert abs(dilute_ratio - first_order) < 5e-5 < 1 - first_order

# Sum rules by quadrature.
f_true = moment(loss_true, film, 1)
f_added = moment(loss_added, film, 1)
assert np.isclose(f_true, np.pi / 2 * total, rtol=1e-6)
assert np.isclose(f_added, np.pi / 2 * total, rtol=1e-6)
eps_static = 1 + chi_total(0.0, film).real
static_true = moment(loss_true, film, -1) * 2 / np.pi
static_added = moment(loss_added, film, -1) * 2 / np.pi
assert np.isclose(static_true, 1 - 1 / eps_static, rtol=1e-6)
assert static_true < static_added
strong = [(6.0, 60.0, 1.0), (13.0, 300.0, 8.0)]
strong_product = np.prod([chi_total(0.0, [osc]).real for osc in strong])
strong_added = moment(loss_added, strong, -1) * 2 / np.pi
strong_true = moment(loss_true, strong, -1) * 2 / np.pi
assert strong_product > 1 and strong_added > 1 > strong_true
film_product = np.prod([chi_total(0.0, [osc]).real for osc in film])
assert film_product < 1 and static_added < 1

# Damped peaks, partial strengths, event measure.
low_window, high_window = (5.5, 9.5), (15, 30)
true_low = peak(loss_true, film, *low_window)
true_high = peak(loss_true, film, *high_window)
added_low = peak(loss_added, film, *low_window)
added_high = peak(loss_added, film, *high_window)
assert true_low < added_low and true_high > added_high
count_scale = 2 / np.pi * per_unit
n_true = moment(loss_true, film, 1, 10.0) * count_scale
n_added = moment(loss_added, film, 1, 10.0) * count_scale
assert n_true < n_added
area_true = moment(loss_true, film, 0)
area_added = moment(loss_added, film, 0)
assert area_true < area_added
far_error = loss_added(92.0, film) / loss_true(92.0, film) - 1
assert abs(far_error) < 0.01

# ---- sizes of neglected effects ----
q = 5e9
recoil = const.hbar**2 * q**2 / (2 * const.m_e * const.e)
variants = [("full Lorentz local field", film, 1 / 3),
            ("momentum transfer 5 nm^-1", resist(recoil=recoil), 0.0),
            ("rings aligned, field in plane", resist(boost=1.5), 0.0),
            ("sigma width 5 eV", resist(width=5.0), 0.0),
            ("pi strength 1 electron", resist(n_pi=1), 0.0)]
core_energy = 290.0
core_eps = 16 / per_unit / (core_energy**2 - true_high**2)
subgap = moment(loss_true, film, 1, 5.0) * count_scale
gamma = 1 + 30e3 * const.e / (const.m_e * const.c**2)
beta = np.sqrt(1 - 1 / gamma**2)
grid = np.linspace(0.1, 40, 8000)
retardation = beta**2 * (1 + chi_total(grid, film).real).max()
assert retardation < 1
reach = [beta * const.c * const.hbar / (w * const.e) * 1e9
         for w in (true_low, true_high)]

print(f"density {density} g/cm3, molar mass {molar_mass} g/mol")
print(f"valence electrons per unit {valence}, density {electrons*1e-6:.3e} cm^-3")
print(f"total plasma energy {np.sqrt(total):.3f} eV, squared {total:.2f} eV^2")
print(f"pi: resonance {wa} eV, strength {sa:.3f} eV^2, width {ga} eV")
print(f"sigma: resonance {wb} eV, strength {sb:.2f} eV^2, width {gb} eV")
print(f"plasma energies pi, sigma: {p[0]:.3f}, {p[1]:.3f} eV")
print(f"gas in halves: true peak {whole_peak:.2f}, added {halves_peak:.2f} eV")
print(f"coupling p1*p2 = {p[0]*p[1]:.2f} eV^2")
print(f"undamped separate peaks {separate[0]:.3f}, {separate[1]:.3f} eV")
print(f"undamped true peaks {np.sqrt(x[0]):.3f}, {np.sqrt(x[1]):.3f} eV")
print(f"true mode strengths {strength[0]:.3f}, {strength[1]:.2f} eV^2")
print("true strengths in electrons per unit "
      f"{strength[0]*per_unit:.3f}, {strength[1]*per_unit:.3f}")
print(f"lower peak loses {100*(1-strength[0]/sa):.1f} % of its strength")
print(f"background permittivity at pi resonance {background:.3f}")
print(f"background estimate: peak {np.sqrt(wa**2+sa/background):.3f} eV, "
      f"strength {sa/background**2:.3f} eV^2")
print("crossed pair: w0 = 9.9, 1.0 eV; plasma energies 1.0, 10.0 eV")
print(f"crossed pair: separate peaks {np.sqrt(9.9**2+1):.3f}, "
      f"{np.sqrt(101):.3f} eV")
print(f"crossed pair: true peaks {np.sqrt(crossed_x[0]):.3f}, "
      f"{np.sqrt(crossed_x[1]):.3f} eV")
print(f"crossed pair: true strengths {crossed_strength[0]:.2f}, "
      f"{crossed_strength[1]:.2f} eV^2")
print(f"damped low peak: true {true_low:.3f}, added {added_low:.3f} eV")
print(f"damped high peak: true {true_high:.3f}, added {added_high:.3f} eV")
print(f"low peak height: true {loss_true(true_low, film):.3f}, "
      f"added {loss_added(added_low, film):.3f}")
print(f"high peak height: true {loss_true(true_high, film):.3f}, "
      f"added {loss_added(added_high, film):.3f}")
print(f"f-sum integral: true {f_true:.3f}, added {f_added:.3f} eV^2")
print(f"electrons per unit below 10 eV: true {n_true:.3f}, added {n_added:.3f}")
print(f"integral of loss: true {area_true:.3f}, added {area_added:.3f} eV")
print(f"mean loss: true {f_true/area_true:.2f}, "
      f"added {f_added/area_added:.2f} eV")
print(f"static permittivity {eps_static:.3f}, chi product {film_product:.3f}")
print(f"(2/pi) int L/w: true {static_true:.4f}, added {static_added:.4f}")
print("strong pair: w0 = 6, 13 eV; strengths 60, 300 eV^2; widths 1, 8 eV")
print(f"strong pair: chi product {strong_product:.3f}, (2/pi) int L/w "
      f"true {strong_true:.4f}, added {strong_added:.4f}")
print(f"dilution {dilution}: lower strength ratio {dilute_ratio:.5f}, "
      f"first order {first_order:.5f}")
print(f"error of added loss at 92 eV: {100*far_error:.2f} %")
print(f"recoil energy at 5 nm^-1: {recoil:.3f} eV")
print("variants: low peak true/added, high peak true/added, in eV")
for name, osc, local in variants:
    row = [peak(f, osc, *window, local)
           for window in (low_window, high_window)
           for f in (loss_true, loss_added)]
    assert row[0] < row[1]
    print(f"{name}: {row[0]:.2f}/{row[1]:.2f}, {row[2]:.2f}/{row[3]:.2f}")
print(f"core term in eps at high peak {core_eps:.5f} (core at {core_energy} eV)")
print(f"spurious strength below 5 eV: {subgap:.4f} electrons per unit")
print(f"30 keV electron: v/c {beta:.4f}, max (v/c)^2 Re eps {retardation:.3f}")
print(f"v/w at low, high peak: {reach[0]:.2f}, {reach[1]:.2f} nm")
print("success")
```

It prints:

```
density 1.05 g/cm3, molar mass 104.15 g/mol
valence electrons per unit 40, density 2.429e+23 cm^-3
total plasma energy 18.299 eV, squared 334.85 eV^2
pi: resonance 6.4 eV, strength 16.743 eV^2, width 1.0 eV
sigma: resonance 15.0 eV, strength 318.11 eV^2, width 10.0 eV
plasma energies pi, sigma: 4.092, 17.836 eV
gas in halves: true peak 18.30, added 12.94 eV
coupling p1*p2 = 72.98 eV^2
undamped separate peaks 7.596, 23.305 eV
undamped true peaks 6.853, 23.534 eV
true mode strengths 2.110, 332.74 eV^2
true strengths in electrons per unit 0.252, 39.748
lower peak loses 87.4 % of its strength
background permittivity at pi resonance 2.728
background estimate: peak 6.863 eV, strength 2.249 eV^2
crossed pair: w0 = 9.9, 1.0 eV; plasma energies 1.0, 10.0 eV
crossed pair: separate peaks 9.950, 10.050 eV
crossed pair: true peaks 9.484, 10.491 eV
crossed pair: true strengths 35.65, 65.35 eV^2
damped low peak: true 6.982, added 7.581 eV
damped high peak: true 22.957, added 22.766 eV
low peak height: true 0.358, added 2.306
high peak height: true 1.463, added 1.383
f-sum integral: true 525.987, added 525.987 eV^2
electrons per unit below 10 eV: true 0.593, added 2.109
integral of loss: true 20.284, added 22.255 eV
mean loss: true 25.93, added 23.63 eV
static permittivity 2.823, chi product 0.578
(2/pi) int L/w: true 0.6457, added 0.8759
strong pair: w0 = 6, 13 eV; strengths 60, 300 eV^2; widths 1, 8 eV
strong pair: chi product 2.959, (2/pi) int L/w true 0.7749, added 1.2647
dilution 0.001: lower strength ratio 0.99655, first order 0.99654
error of added loss at 92 eV: -0.45 %
recoil energy at 5 nm^-1: 0.952 eV
variants: low peak true/added, high peak true/added, in eV
full Lorentz local field: 6.89/7.20, 20.41/20.31
momentum transfer 5 nm^-1: 7.90/8.40, 23.58/23.40
rings aligned, field in plane: 7.21/8.11, 23.05/22.76
sigma width 5 eV: 6.89/7.58, 23.39/23.17
pi strength 1 electron: 6.74/7.01, 23.05/22.95
core term in eps at high peak 0.00160 (core at 290.0 eV)
spurious strength below 5 eV: 0.0311 electrons per unit
30 keV electron: v/c 0.3284, max (v/c)^2 Re eps 0.425
v/w at low, high peak: 9.28, 2.82 nm
success
```
